**Pseudo-large component of the Dirac 1s state: formula and matrix solution**

For a point nucleus of charge $Z$, the pseudo-large component is $\phi(r)=\frac{2ZN}{1+\gamma}\int_r^\infty s^{\gamma-1}e^{-Zs}ds$, where $\gamma=\sqrt{1-Z^2/c^2}$ and $N$ normalizes the large component $g=Nr^{\gamma-1}e^{-Zr}$. The program asserts that these functions satisfy both radial equations at sampled radii, using numerical derivatives, and that quadrature reproduces the closed form of $\phi(0)$. It also asserts the power and coefficient of the leading term in $\phi(0)-\phi(r)$, the rise of $\phi/g$ on a grid towards $2/(1+\gamma)$, and the nonrelativistic limit. Independently, it solves the matrix modified Dirac equation in 16, 28 and 40 Gaussians, without using the analytic functions or energy to find the solution. For $Z=80$ the pseudo-large value at the nucleus settles at 1780.7 bohr$^{-3/2}$, within a relative $4\times10^{-5}$ of the formula. The large-component value keeps growing as tighter Gaussians are added, with a measured power of 0.18815 against $1-\gamma=0.18809$.

## Numerical check

```python
# Result under test: for the Dirac 1s state in V = -Z/r (Hartree atomic units)
# the pseudo-large component phi, defined by small = (sigma.p) phi / (2c), is
#   phi(r) = 2 Z N/(1+gamma) * integral_r^infinity s^(gamma-1) exp(-Z s) ds,
# finite at r = 0, whereas the large component g = N r^(gamma-1) exp(-Z r)
# diverges there. gamma = sqrt(1-(Z/c)^2); energy is counted from rest energy.
# Radial functions are normalized by integral (g^2 + F^2) r^2 dr = 1, where F
# is the radial small component, F = phi'/(2c).
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure, physical_constants

mp.mp.dps = 50
Z = mp.mpf(80)
c = 1 / mp.mpf(fine_structure)
hartree_ev = physical_constants["Hartree energy in eV"][0]


def analytic_state(charge, light_speed):
    """Return gamma, energy, N, g(r), phi(r) and phi(0) from the formulas."""
    gam = mp.sqrt(1 - (charge / light_speed) ** 2)
    energy = light_speed**2 * (gam - 1)
    norm = mp.sqrt((1 + gam) * (2 * charge) ** (2 * gam + 1)
                   / (2 * mp.gamma(2 * gam + 1)))
    prefactor = 2 * norm * charge ** (1 - gam) / (1 + gam)

    def large(r):
        return norm * r ** (gam - 1) * mp.exp(-charge * r)

    def pseudo(r):
        return prefactor * mp.gammainc(gam, charge * r)

    return gam, energy, norm, large, pseudo, prefactor * mp.gamma(gam)


gamma, energy, norm, large, pseudo, pseudo_nucleus = analytic_state(Z, c)


def solve_linear(matrix, rhs):
    """Gaussian elimination in multiple precision."""
    n = len(rhs)
    m = np.column_stack([matrix, rhs])
    for k in range(n):
        factors = m[k + 1:, k] / m[k, k]
        m[k + 1:, k:] = m[k + 1:, k:] - np.multiply.outer(factors, m[k, k:])
    x = np.empty(n, dtype=object)
    for k in range(n - 1, -1, -1):
        x[k] = (m[k, n] - sum(m[k, k + 1:n] * x[k + 1:])) / m[k, k]
    return x


def matrix_state(size):
    """Lowest bound state of the matrix modified Dirac equation.

    Basis: exp(-a r^2), a = 0.02 Z^2 2^k, for large and pseudo-large parts.
    """
    a = np.array([mp.mpf("0.02") * Z**2 * 2**k for k in range(size)],
                 dtype=object)
    p = a[:, None] + a[None, :]
    ab = a[:, None] * a[None, :]
    root_pi = mp.sqrt(mp.pi)
    overlap = root_pi / (4 * p ** mp.mpf("1.5"))
    kinetic = ab * (3 * root_pi / 4) / p ** mp.mpf("2.5")
    potential = -Z / (2 * p)
    w_matrix = ab * (-2 * Z) / p**2
    zero = overlap * 0
    ham = np.block([[potential, kinetic],
                    [kinetic, w_matrix / (4 * c**2) - kinetic]])
    metric = np.block([[overlap, zero], [zero, kinetic / (2 * c**2)]])
    vec = np.array([mp.mpf(1)] * (2 * size), dtype=object)
    shift = -Z**2 / 2  # Schroedinger energy as the starting guess
    for iteration in range(6):
        vec = solve_linear(ham - metric * shift, metric.dot(vec))
        vec = vec / mp.sqrt(vec.dot(metric.dot(vec)))
        value = vec.dot(ham.dot(vec))
        if iteration >= 2:
            shift = value
    big, pse = vec[:size], vec[size:]
    if sum(big * np.array([mp.exp(-x / Z**2) for x in a], dtype=object)) < 0:
        big, pse = -big, -pse
    small_weight = pse.dot(kinetic.dot(pse)) / (2 * c**2)
    return value, a, big, pse, small_weight


# The derived functions must satisfy both radial equations.
for scaled in ("0.001", "0.1", "1", "4"):
    r = mp.mpf(scaled) / Z
    d1 = mp.diff(pseudo, r, h=mp.mpf("1e-15") * r)
    d2 = mp.diff(pseudo, r, 2, h=mp.mpf("1e-15") * r)
    kinetic_side = -(d2 + 2 * d1 / r) / 2
    assert abs(kinetic_side / ((energy + Z / r) * large(r)) - 1) < 1e-9
    dg = mp.diff(large, r, h=mp.mpf("1e-15") * r)
    small_from_dirac = c * dg / (2 * c**2 + energy + Z / r)
    assert abs(d1 / (2 * c) / small_from_dirac - 1) < 1e-9

# The value at the nucleus, by quadrature of the integral itself.
integral = mp.quad(lambda s: s ** (gamma - 1) * mp.exp(-Z * s),
                   [0, 1 / Z, 5 / Z, 20 / Z, mp.inf])
assert abs(2 * Z * norm / (1 + gamma) * integral / pseudo_nucleus - 1) < 1e-10

# Leading departure from the nuclear value: power and coefficient.
r_tiny = mp.mpf("1e-10") / Z
drop1 = pseudo_nucleus - pseudo(r_tiny)
drop2 = pseudo_nucleus - pseudo(2 * r_tiny)
cusp_power = mp.log(drop2 / drop1) / mp.log(2)
assert abs(cusp_power - gamma) < 1e-8
cusp_coefficient = 2 * Z * norm / ((1 + gamma) * gamma)
assert abs(drop1 / (cusp_coefficient * r_tiny**gamma) - 1) < 1e-8


# The ratio phi/g rises monotonically to 2/(1+gamma), with one crossing.
def ratio(r):
    return pseudo(r) / large(r)


ratios = [ratio(mp.mpf(10) ** mp.mpf(e) / Z) for e in np.linspace(-8, 2, 41)]
assert all(later > earlier for earlier, later in zip(ratios, ratios[1:]))
far_ratio = ratio(mp.mpf(5000) / Z)
assert abs(far_ratio - 2 / (1 + gamma)) < 1e-4
low, high = mp.mpf("1e-4") / Z, 50 / Z
assert ratio(low) < 1 < ratio(high)
for _ in range(60):
    middle = (low + high) / 2
    if ratio(middle) < 1:
        low = middle
    else:
        high = middle
crossing = (low + high) / 2

# Nonrelativistic limit: both functions approach the Schroedinger 1s function.
_, _, _, large_nr, pseudo_nr, _ = analytic_state(Z, 1000 * c)
for scaled in ("0.01", "1", "5"):
    r = mp.mpf(scaled) / Z
    schroedinger = 2 * Z ** mp.mpf("1.5") * mp.exp(-Z * r)
    assert abs(large_nr(r) / schroedinger - 1) < 1e-5
    assert abs(pseudo_nr(r) / schroedinger - 1) < 1e-5

# Independent solution in Gaussian bases of growing tightness.
sizes = (16, 28, 40)
states = {size: matrix_state(size) for size in sizes}
e_basis, exponents, big, pse, small_weight = states[40]
assert abs(e_basis / energy - 1) < 1e-5
assert abs(small_weight - (1 - gamma) / 2) < 1e-5
worst = mp.mpf(0)
for scaled in ("0.01", "0.1", "1", "3", "5"):
    r = mp.mpf(scaled) / Z
    basis_values = np.array([mp.exp(-x * r**2) for x in exponents],
                            dtype=object)
    error_large = abs(sum(big * basis_values) / large(r) - 1)
    error_pseudo = abs(sum(pse * basis_values) / pseudo(r) - 1)
    worst = max(worst, error_large, error_pseudo)
assert worst < 2e-3
large_at_zero = {n: sum(states[n][2]) for n in sizes}
pseudo_at_zero = {n: sum(states[n][3]) for n in sizes}
errors = [abs(pseudo_at_zero[n] / pseudo_nucleus - 1) for n in sizes]
assert errors[2] < 1e-3 and errors[2] < errors[1] < errors[0]
# Twelve more doublings of the exponent shorten the smallest length 2^6 times.
growth_power = mp.log(large_at_zero[40] / large_at_zero[28]) / mp.log(2**6)
assert abs(growth_power - (1 - gamma)) < 0.01


def show(label, value, unit, digits=8):
    print(f"{label}: {float(value):.{digits}g} {unit}")


show("nuclear charge Z", Z, "(dimensionless)")
show("speed of light c", c, "a.u.", 9)
show("gamma", gamma, "(dimensionless)")
show("1s energy, formula", energy, "hartree")
show("1s energy, formula", energy * hartree_ev, "eV")
show("1s energy, 40 Gaussians", e_basis, "hartree")
show("normalization N", norm, "bohr^-(gamma+1/2)")
show("prefactor 2/(1+gamma), limit of phi/g", 2 / (1 + gamma), "")
show("integral from 0 to infinity", integral, "bohr^gamma")
show("phi(0), formula", pseudo_nucleus, "bohr^-3/2")
show("Schroedinger 1s value at nucleus", 2 * Z**1.5, "bohr^-3/2")
show("power of r in phi(0)-phi(r), measured", cusp_power, "")
show("crossing radius g = phi", crossing, "bohr", 6)
show("Z times crossing radius", Z * crossing, "", 6)
show("g = phi value at crossing", large(crossing), "bohr^-3/2", 6)
show("small-component weight, formula", (1 - gamma) / 2, "", 6)
show("small-component weight, 40 Gaussians", small_weight, "", 6)
print("r (bohr) | g (bohr^-3/2) | phi (bohr^-3/2) | phi/g")
for text in ("1e-10", "1e-8", "1e-6", "1e-4", "1e-3", "1e-2", "5e-2"):
    r = mp.mpf(text)
    print(f"{text} | {float(large(r)):.6g} | {float(pseudo(r)):.6g}"
          f" | {float(ratio(r)):.5f}")
print("Gaussians | large at r=0 | pseudo-large at r=0 (both bohr^-3/2)")
for n in sizes:
    print(f"{n} | {float(large_at_zero[n]):.6g}"
          f" | {float(pseudo_at_zero[n]):.6g}")
show("growth power of large value at r=0, basis", growth_power, "", 5)
show("1-gamma", 1 - gamma, "", 5)
show("relative error of phi(0), 40 Gaussians", errors[2], "", 2)
show("largest relative error at Zr = 0.01 to 5", worst, "", 2)
print("finished without a failed check")
```

Printed output:

```
nuclear charge Z: 80 (dimensionless)
speed of light c: 137.035999 a.u.
gamma: 0.81190599 (dimensionless)
1s energy, formula: -3532.1921 hartree
1s energy, formula: -96115.843 eV
1s energy, 40 Gaussians: -3532.1921 hartree
normalization N: 614.65001 bohr^-(gamma+1/2)
prefactor 2/(1+gamma), limit of phi/g: 1.10381 
integral from 0 to infinity: 0.032808698 bohr^gamma
phi(0), formula: 1780.7429 bohr^-3/2
Schroedinger 1s value at nucleus: 1431.0835 bohr^-3/2
power of r in phi(0)-phi(r), measured: 0.81190599 
crossing radius g = phi: 0.0144805 bohr
Z times crossing radius: 1.15844 
g = phi value at crossing: 428.024 bohr^-3/2
small-component weight, formula: 0.094047 
small-component weight, 40 Gaussians: 0.094047 
r (bohr) | g (bohr^-3/2) | phi (bohr^-3/2) | phi/g
1e-10 | 46727 | 1780.74 | 0.03811
1e-8 | 19650.8 | 1780.72 | 0.09062
1e-6 | 8263.37 | 1779.84 | 0.21539
1e-4 | 3447.7 | 1743.08 | 0.50558
1e-3 | 2080.49 | 1544.18 | 0.74222
1e-2 | 656.72 | 638.943 | 0.97293
5e-2 | 19.7773 | 21.0107 | 1.06237
Gaussians | large at r=0 | pseudo-large at r=0 (both bohr^-3/2)
16 | 3017.83 | 1721.21
28 | 6701.74 | 1778.74
40 | 14656.2 | 1780.67
growth power of large value at r=0, basis: 0.18815 
1-gamma: 0.18809 
relative error of phi(0), 40 Gaussians: 3.8e-05 
largest relative error at Zr = 0.01 to 5: 7.6e-05 
finished without a failed check
```
